# Herring's Force Balance at a Junction of Anisotropic Interfaces, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: moving the end of a straight interface

During an anneal, a grain boundary that meets a free copper surface can form a groove there. The angle at the root can be measured, and the grain-boundary energy is then calculated from it. The calculation requires a decision: may the surface energy be treated as a constant, so that one line of trigonometry suffices, or must its dependence on orientation be included? A surface energy that varies by only 2% on either side of its mean seems a safe constant. In the example below, treating it as one gives a boundary energy 44% too low at one face of a film and 24% too high at the other, although the boundary is the same. The error comes from the derivative of the surface energy with respect to angle, and Herring's force balance says how that derivative enters.

### Geometry and assumptions

Three interfaces meet along a straight line, and nothing varies along that line, so a plane cross-section contains the whole problem. Energies are per unit length of the line. In the cross-section, the direction of interface $i$, pointing away from the junction, is

$$
\mathbf t_i=(\cos\phi_i,\sin\phi_i),\qquad
\mathbf n_i=\frac{d\mathbf t_i}{d\phi_i}=(-\sin\phi_i,\cos\phi_i).
$$

The vector $\mathbf n_i$ is $\mathbf t_i$ turned counterclockwise by $90^\circ$. Differentiating once more gives $d\mathbf n_i/d\phi_i=-\mathbf t_i$.

Interface $i$ has an excess free energy per area $\gamma_i(\phi_i)$, and a prime denotes $d/d\phi_i$. The derivative is taken with the crystal lattices fixed. For a grain boundary this means that the inclination of the boundary plane changes while the misorientation of the two grains does not. The phases on the two sides of the interface also keep their places when it turns.

The junction moves because atoms are transferred from one place to another, not because an existing surface is stretched. The relevant quantity is therefore the free energy needed to create interface area, and not the surface stress, which measures the work of stretching.

Four further assumptions apply. The junction is in local equilibrium, even if the rest of the structure is still evolving. The junction line has no energy of its own. Elastic fields exert no concentrated force on it. The grains do not rotate. For the moment each $\gamma_i$ is also taken to be differentiable at the orientation that is present.

### The force exerted by one interface

Let a straight interface run from the junction at $\mathbf P$ to a fixed point $\mathbf Q$ at distance $L$. Dropping the index,

$$
\mathbf Q-\mathbf P=L\,\mathbf t,\qquad E=L\,\gamma(\phi).
$$

Move the junction by a small vector $\delta\mathbf P$. Since $\mathbf Q$ is fixed, the left side of the first equation changes by $-\delta\mathbf P$. On the right side both the length and the direction can change, so

$$
-\delta\mathbf P=\delta L\,\mathbf t+L\,\delta\phi\,\mathbf n .
$$

The vectors $\mathbf t$ and $\mathbf n$ are perpendicular unit vectors. Taking the scalar product with each in turn gives

$$
\delta L=-\mathbf t\cdot\delta\mathbf P,\qquad
L\,\delta\phi=-\mathbf n\cdot\delta\mathbf P .
$$

The energy changes for two reasons: the interface changes length, and it changes orientation. To first order,

$$
\delta E=\gamma\,\delta L+L\,\gamma'\,\delta\phi
=-(\gamma\,\mathbf t+\gamma'\,\mathbf n)\cdot\delta\mathbf P .
$$

A force is minus the derivative of energy with respect to displacement. The interface therefore pulls on the junction, per unit length of line, with

$$
\boldsymbol\xi=\gamma\,\mathbf t+\gamma'\,\mathbf n .
\tag{1}
$$

The first term is the familiar tension along the interface. The second acts across it and is called the torque term. Its sign can be checked directly. If $\gamma'>0$, the interface lowers its energy per area by decreasing $\phi$. With the far end fixed, $\phi$ decreases when the junction moves along $+\mathbf n$, which is the direction of the force $\gamma'\mathbf n$.

The name has a mechanical meaning. At fixed length, turning the interface changes its energy at the rate $L\gamma'$, which is a torque per unit length of line. A transverse force at the end of a lever of length $L$ balances this torque if its size is $L\gamma'/L=\gamma'$. The length cancels. Shortening the piece of interface under consideration does not weaken the torque term relative to the tension, so the term belongs to the local condition at the junction.

### The balance

All three interfaces end at the same junction and undergo the same $\delta\mathbf P$. Adding their energy changes gives

$$
\delta E_{\rm total}=-\Big(\sum_{i=1}^{3}\boldsymbol\xi_i\Big)\cdot\delta\mathbf P .
$$

If the sum in brackets were not zero, a displacement along it would lower the energy. Equilibrium against all displacements in the plane therefore requires

$$
\boxed{\;\sum_{i=1}^{3}\big[\gamma_i(\phi_i)\,\mathbf t_i+\gamma_i'(\phi_i)\,\mathbf n_i\big]=0\;}
\tag{2}
$$

This is Herring's balance. Its components along interface 1 and across it are often convenient. Write $\phi_{j1}=\phi_j-\phi_1$. The definitions of the unit vectors give

$$
\mathbf t_1\cdot\mathbf t_j=\mathbf n_1\cdot\mathbf n_j=\cos\phi_{j1},\qquad
\mathbf n_1\cdot\mathbf t_j=\sin\phi_{j1},\qquad
\mathbf t_1\cdot\mathbf n_j=-\sin\phi_{j1},
$$

and hence

$$
\gamma_1+\sum_{j=2,3}\big(\gamma_j\cos\phi_{j1}-\gamma_j'\sin\phi_{j1}\big)=0,
\tag{3}
$$

$$
\gamma_1'+\sum_{j=2,3}\big(\gamma_j\sin\phi_{j1}+\gamma_j'\cos\phi_{j1}\big)=0 .
\tag{4}
$$

For isotropic interfaces every $\gamma_i'$ vanishes. Equation (4) then reads $\gamma_2\sin\phi_{21}=-\gamma_3\sin\phi_{31}$. Repeating the step with another interface as reference gives the sine law: each tension is proportional to the sine of the angle between the other two interfaces. Three equal tensions meet at $120^\circ$.

Equation (2) supplies two conditions for three angles. In the isotropic case the two conditions fix the angles between the interfaces and leave the junction free to turn as a whole. With anisotropy, turning the junction changes the energies and torques, so the angles between the interfaces generally change as well. The third condition comes from the surroundings: the positions of the far ends, a symmetry, or the evolution of the interfaces away from the junction.

### Three grain boundaries with fixed ends

Consider three boundaries with

$$
\gamma_i=\gamma_b\,[1+a\cos 2(\phi_i-\alpha_i)],\qquad
\gamma_i'=-2a\gamma_b\sin 2(\phi_i-\alpha_i),
$$

where $\gamma_b=0.60$ J/m², $a=0.10$, and $\alpha_i=45^\circ,170^\circ,15^\circ$. Their far ends are fixed on a circle of radius 100 nm at polar angles $90^\circ,215^\circ,330^\circ$. Minimizing the total energy over the position of the junction uses the functions $\gamma_i$ but not their derivatives. The minimum lies at $(11.11,19.51)$ nm, with these values:

| Boundary | $\phi$ (deg) | $\gamma$ (J/m²) | $\gamma'$ (J/m²) |
|---|---:|---:|---:|
| 1 | 97.86 | 0.5837 | −0.1155 |
| 2 | 219.57 | 0.5905 | −0.1185 |
| 3 | 317.36 | 0.5744 | 0.1085 |

The tensions, as vectors in J/m², add up to

$$
(-0.080,0.578)+(-0.455,-0.376)+(0.423,-0.389)=(-0.112,-0.187).
$$

They do not balance by themselves. The torque terms add up to

$$
(0.114,0.016)+(-0.075,0.091)+(0.073,0.080)=(0.112,0.187),
$$

which cancels the tensions. Before rounding, the residual is $5\times10^{-9}$ J/m².

The angle between boundaries 3 and 1 is $140.5^\circ$. If the torque terms were dropped but the same three energies kept, the tensions would form a closed triangle. The cosine of this angle would then be

$$
\frac{0.5905^2-0.5837^2-0.5744^2}{2(0.5837)(0.5744)}=-0.480,
$$

which corresponds to $118.7^\circ$. The difference of about $22^\circ$ therefore comes from the torque terms and not from the small inequality of the energies.

### The groove at a grain boundary

Let the root of a groove be the junction, and let the two surfaces rise from it at an angle $\beta$ to the film plane. The boundary runs straight down. The two grains are mirror images of each other across it. The right surface has $\phi=\beta$ and contributes the vertical force

$$
\gamma\sin\beta+\gamma'\cos\beta .
$$

The left surface has $\phi=\pi-\beta$. Mirror symmetry gives $\gamma_{\rm left}(\phi)=\gamma(\pi-\phi)$, so its derivative is $-\gamma'(\beta)$. Its normal vector is $(-\sin\beta,-\cos\beta)$. The two minus signs make its vertical torque force $+\gamma'\cos\beta$, equal to that on the right, while the horizontal forces of the two surfaces cancel. The boundary pulls down with $\gamma_b$. Its energy is an even function of tilt about the mirror plane, so its own torque vanishes if that function is differentiable. Equation (2) becomes

$$
2(\gamma\sin\beta+\gamma'\cos\beta)=\gamma_b .
\tag{5}
$$

The derivative of the left side with respect to $\beta$ is

$$
2(\gamma'\sin\beta+\gamma\cos\beta+\gamma''\cos\beta-\gamma'\sin\beta)
=2(\gamma+\gamma'')\cos\beta .
$$

It is positive for $|\beta|<90^\circ$ if the surface stiffness $\gamma+\gamma''$ is positive. Equation (5) then has at most one solution in that range.

As a model of the surface in a (001) cross-section of a cubic crystal, take

$$
\gamma=\gamma_0[1-\varepsilon\cos4(\phi-\chi)],\qquad
\gamma'=4\varepsilon\gamma_0\sin4(\phi-\chi),
\tag{6}
$$

with $\gamma_0=1.70$ J/m² and $\varepsilon=0.02$. The angle $\chi$ gives the direction of a cube axis, so {100} surfaces have the lowest energy. A second differentiation gives

$$
\gamma+\gamma''=\gamma_0[1+15\varepsilon\cos4(\phi-\chi)],
$$

whose smallest value is $1.70\times0.70=1.19$ J/m². The stiffness is positive at all orientations.

A free-standing film contains a boundary with $\gamma_b=0.60$ J/m², and the cube axes of the two grains are tilted by $20^\circ$ in opposite senses. At the upper face the right grain has $\chi=-20^\circ$. Viewing the lower face upside down reverses the sign of the tilt, so there $\chi=+20^\circ$. The planar boundary between the faces is the same and has the same energy.

Without torque, $\sin\beta=0.60/(2\times1.70)$ and $\beta=10.2^\circ$ at both faces. With torque, the solutions are $5.64^\circ$ at the upper face and $12.63^\circ$ at the lower. Per surface, the vertical forces in J/m² are

$$
\text{upper: }1.707(0.0983)+0.133(0.995)=0.168+0.132=0.300,
$$

$$
\text{lower: }1.670(0.2187)-0.067(0.976)=0.365-0.065=0.300 .
$$

Each is half of $\gamma_b$, as required. Minimizing the energy of a groove with pinned outer ends, without using $\gamma'$, reproduces both angles to within $10^{-6}$ rad.

Someone who uses the mean surface energy and the isotropic formula would report $2\gamma_0\sin\beta$. This is 0.33 J/m² from the upper groove and 0.74 J/m² from the lower, in error by $-44\%$ and $+24\%$ relative to 0.60 J/m². Subtracting equation (5) separates the causes:

$$
2\gamma_0\sin\beta-\gamma_b=-2\gamma'\cos\beta-2(\gamma-\gamma_0)\sin\beta .
\tag{7}
$$

For the upper groove the two terms are $-0.264$ and $-0.001$ J/m². Nearly all the error is torque. For the lower they are $+0.131$ and $+0.013$ J/m².

A small anisotropy has a large effect here for two reasons. Differentiating a fourfold variation multiplies its amplitude by four, and there are two surfaces. The total torque force can thus reach $8\varepsilon\gamma_0=0.27$ J/m². It competes with $\gamma_b=0.60$ J/m² and not with the larger surface energy, because at a shallow root the surface tensions are almost horizontal. Averaging the two apparent energies gives 0.54 J/m², still 10% low: the two surfaces have different orientations, so their torques do not cancel.

## Second derivation: varying a curved interface

The symbols are those already used. Interface $i$ leaves the junction along $\mathbf t_i=(\cos\phi_i,\sin\phi_i)$, and $\mathbf n_i=d\mathbf t_i/d\phi_i$. Its energy per area is $\gamma_i(\phi_i)$ at fixed lattices. Moving the end of a straight interface gave the force $\boldsymbol\xi_i=\gamma_i\mathbf t_i+\gamma_i'\mathbf n_i$ and the balance $\sum_i\boldsymbol\xi_i=0$. For the surface model with mean energy $\gamma_0=1.70$ J/m² and fourfold anisotropy $\varepsilon=0.02$, the stiffness $\gamma+\gamma''$ is at least 1.19 J/m². A symmetric groove with root angle $\beta$ obeys $2(\gamma\sin\beta+\gamma'\cos\beta)=\gamma_b$, where $\gamma_b=0.60$ J/m² is the grain-boundary energy.

Real interfaces near a junction are often curved. The second derivation allows for this from the start and separates what happens at the end of an interface from what happens along it.

### Energy as an integral over a curve

Describe one interface by a smooth curve $\mathbf r(u)$, with $u=0$ at the junction and $u=1$ at the far end. A subscript $u$ denotes $d/du$. The tangent vector $\mathbf p=\mathbf r_u$ has length $|\mathbf p|$ and direction angle $\phi$. An element of the curve has length $|\mathbf p|\,du$, so

$$
E=\int_0^1F(\mathbf r_u)\,du,\qquad F(\mathbf p)=|\mathbf p|\,\gamma(\phi).
\tag{8}
$$

The function $F$ contains length and orientation together. To find its gradient, change $\mathbf p=|\mathbf p|\mathbf t$ by a small amount:

$$
d\mathbf p=d|\mathbf p|\,\mathbf t+|\mathbf p|\,d\phi\,\mathbf n .
$$

Scalar products with $\mathbf t$ and $\mathbf n$ give $d|\mathbf p|=\mathbf t\cdot d\mathbf p$ and $|\mathbf p|\,d\phi=\mathbf n\cdot d\mathbf p$. Therefore

$$
dF=\gamma\,d|\mathbf p|+|\mathbf p|\gamma'\,d\phi
=(\gamma\mathbf t+\gamma'\mathbf n)\cdot d\mathbf p .
$$

The gradient of $F$ is the vector $\boldsymbol\xi$ found before. It depends on the direction of $\mathbf p$ but not on its length, so the choice of parameter $u$ does not affect it.

### End term and bulk term

Displace the curve by a small smooth field $\delta\mathbf r(u)$. Its tangent vector changes by $\delta\mathbf r_u$, and

$$
\delta E=\int_0^1\boldsymbol\xi\cdot\delta\mathbf r_u\,du
=\big[\boldsymbol\xi\cdot\delta\mathbf r\big]_0^1-\int_0^1\boldsymbol\xi_u\cdot\delta\mathbf r\,du,
$$

where the second form follows by integration by parts. The derivative of $\boldsymbol\xi$ along the curve uses $\mathbf t_u=\phi_u\mathbf n$ and $\mathbf n_u=-\phi_u\mathbf t$:

$$
\boldsymbol\xi_u=\phi_u(\gamma'\mathbf t+\gamma\mathbf n+\gamma''\mathbf n-\gamma'\mathbf t)
=(\gamma+\gamma'')\phi_u\,\mathbf n .
$$

The tangential terms cancel. With arc length $s$, $ds=|\mathbf r_u|du$, and curvature $\kappa=d\phi/ds$, the variation is

$$
\delta E=\big[\boldsymbol\xi\cdot\delta\mathbf r\big]_{\rm ends}
-\int(\gamma+\gamma'')\,\kappa\,\mathbf n\cdot\delta\mathbf r\,ds .
\tag{9}
$$

The stiffness multiplies curvature in the interior. The torque term enters at the ends.

A path that is far from equilibrium tests both parts of this formula. With dimensionless lengths, take

$$
\mathbf r_u=(1+0.4u,\;1.5\cos3u),\qquad
\delta\mathbf r=h\,(0.3+u^2,\;1-0.6u),
$$

and the fourfold surface law with its cube axis at $20^\circ$. A finite difference of the energy with respect to $h$ gives 1.3260542 J/m², and equation (9) gives the same number to these digits.

Moving the end of a straight interface gave Herring's balance (2), and varying a curved interface has given equation (9), where the same vector $\boldsymbol\xi$ appears at the ends and the stiffness multiplies the curvature in between. It remains to recover the balance from the end terms, to find when a balanced junction is a minimum, and to treat contact lines and facets.
